# Why unequal barrier heights shift the tunnel-conductance minimum from zero bias

**Q.** I measure $G=dJ/dV$ of a metal-oxide-metal junction near zero bias. The curve is nearly a parabola, but its minimum is some tens of millivolts off zero. I am told that unequal barrier heights do this. Why should they, if the barrier at zero bias is the same for electrons going either way?

**A.** At zero bias it is the same, and the two currents cancel. The conductance minimum, however, depends on how the barrier changes when the bias is turned on. If the electrodes are identical and the oxide is symmetric, reversing $V$ gives the mirror image of the same junction, so $J(-V)=-J(V)$, $G$ is even, and it has no linear term. Unequal heights remove that symmetry. It remains to find the sign and size of the linear term.

Let the oxide have thickness $d$, with barrier heights $\phi_1$ and $\phi_2$ above the Fermi levels of electrodes 1 and 2. Write $\bar\phi=(\phi_1+\phi_2)/2$ and $\Delta\phi=\phi_2-\phi_1$. Let $V$ be the potential of electrode 2 relative to electrode 1, and $v=eV$. I measure energy from midway between the Fermi levels, which then lie at $+v/2$ and $-v/2$. The barrier ends are at $\phi_1+v/2$ and $\phi_2-v/2$, so with $u=x/d$

$$U(u)=\bar\phi+\delta\,(u-\tfrac12),\qquad \delta=\Delta\phi-v .$$

From this reference the bias leaves the mean height alone and changes only the tilt $\delta$. For $\Delta\phi>0$, a small positive bias flattens the barrier and a negative one steepens it.

**Q.** Why does tilt matter, if the mean height is unchanged?

**A.** Because the decay rate goes as the square root of the barrier height, and the square root is concave. Take WKB transmission $D=e^{-S}$ for now, with no prefactor from the interfaces and the free-electron mass $m$ everywhere. An electron whose energy of motion along $x$ is $w$ below the mean barrier has

$$S=2\beta d\int_0^1\sqrt{w+\delta(u-\tfrac12)}\,du,\qquad \beta=\frac{\sqrt{2m}}{\hbar}.$$

For $|\delta|<w$, expand the root:

$$\sqrt w\left[1+\frac{\delta}{2w}(u-\tfrac12)-\frac{\delta^2}{8w^2}(u-\tfrac12)^2+\dots\right].$$

The average of $u-\frac12$ is zero and that of its square is $1/12$, so

$$S\simeq2\beta d\sqrt w\left(1-\frac{\delta^2}{96w^2}\right).$$

Tilt of either sign lowers the action. The low end of the barrier gains more than the high end loses.

Now $\delta^2=\Delta\phi^2-2\Delta\phi\,v+v^2$. If $\Delta\phi=0$, only $v^2$ is left. If $\Delta\phi\neq0$, there is a term linear in $v$. A positive bias with $\Delta\phi>0$ reduces the existing tilt, raises the action and lowers the transmission. That is the origin of the shift in this model.

**Q.** Then should the minimum not lie where the barrier is flat, at $v=\Delta\phi$?

**A.** No. The transmission at the middle energy is smallest there, but the current collects electrons over an energy window that widens with bias, and this raises $G$ on both sides of zero. We need the current to compare the two effects.

Assume that transverse momentum is conserved. With two spins,

$$J=2e\int\frac{d^2k_\parallel}{(2\pi)^2}\int\frac{dE}{2\pi\hbar}\,(f_1-f_2)\,D .$$

Since $E_\perp=\hbar^2k_\parallel^2/2m$, we have $d^2k_\parallel=2\pi m\,dE_\perp/\hbar^2$. At zero temperature $f_1-f_2$ is 1 between the Fermi levels and 0 elsewhere, hence

$$J=C\int_{-v/2}^{v/2}K(E,\delta)\,dE,\quad K=\int_0^\infty D\,dE_\perp,\quad C=\frac{em}{2\pi^2\hbar^3}.$$

Expand $K$ in $E$. The odd term integrates to zero, and $\int E^2dE/2=v^3/24$:

$$\frac JC=vK(0,\Delta\phi-v)+\frac{v^3}{24}K_{EE}+\dots$$

Subscripts are derivatives at $E=0$, $\delta=\Delta\phi$. Next expand in the tilt, $K(0,\Delta\phi-v)=K-vK_\delta+\frac12v^2K_{\delta\delta}$:

$$\frac JC=vK-v^2K_\delta+v^3\left(\frac{K_{\delta\delta}}2+\frac{K_{EE}}{24}\right)+\dots$$

Differentiating and dividing by the value at zero bias gives

$$\frac{G(V)}{G(0)}=1-av+bv^2,\quad a=\frac{2K_\delta}{K},\quad b=\frac{1}{K}\left(\frac{3K_{\delta\delta}}2+\frac{K_{EE}}8\right).$$

The factor 2 in $a$ arises because a term $v^2$ in the current becomes $2v$ in its derivative.

**Q.** What are $a$ and $b$ for the trapezoid?

**A.** Let $\kappa=\beta\sqrt{\bar\phi}$ and take $\kappa d\gg1$. Here $w=\bar\phi-E+E_\perp$, and the electrons that matter have $w$ close to $\bar\phi$. Since $dS/dw\simeq\beta d/\sqrt{\bar\phi}=\kappa d/\bar\phi\equiv s$, we have $D\simeq e^{-S_0-s(E_\perp-E)}$, with $S_0=2\kappa d(1-\delta^2/96\bar\phi^2)$. The transverse integral gives

$$K\simeq\frac1s\,e^{-S_0+sE}.$$

Therefore

$$\frac{K_\delta}{K}=-\frac{dS_0}{d\delta}=\frac{\kappa d\,\Delta\phi}{24\bar\phi^2},\qquad \frac{K_{EE}}K=s^2=\frac{\kappa^2d^2}{\bar\phi^2}.$$

In $b$, the part from $K_{\delta\delta}$ is smaller than the part from $K_{EE}$ by $1/(2\kappa d)$, apart from a fraction $\Delta\phi^2/48\bar\phi^2$. To leading order,

$$a=\frac{\kappa d\,\Delta\phi}{12\bar\phi^2},\qquad b=\frac{\kappa^2d^2}{8\bar\phi^2},\qquad eV_{\min}=\frac a{2b}=\frac{\Delta\phi}{3\kappa d}.$$

This is the Brinkman-Dynes-Rowell expansion. Define $A_0=4\beta d/3$. Substituting $\kappa d=3A_0\sqrt{\bar\phi}/4$ turns the coefficients into $a=A_0\Delta\phi/16\bar\phi^{3/2}$ and $b=9A_0^2/128\bar\phi$.

The widening window contributes at order $(\kappa d)^2$ and the tilt at order $\kappa d$. The balance is therefore reached at a small fraction of $\Delta\phi$. In this limit, the minimum lies at the polarity that makes the electrode with the higher barrier positive.

**Q.** How good is the leading order for a real thickness?

**A.** The next order can be found within WKB. Put $c=2\beta d$ and $y=c\sqrt{\bar\phi}=2\kappa d$. For weak tilt, $D\simeq e^{-c\sqrt w}(1+c\delta^2/96w^{3/2})$, so at $E=0$

$$\frac{K_\delta}K=\frac{c\delta}{48}\,\frac{\int_{\bar\phi}^\infty w^{-3/2}e^{-c\sqrt w}dw}{\int_{\bar\phi}^\infty e^{-c\sqrt w}dw}.$$

With $w=t^2$ the integrands become $2t^{-2}e^{-ct}$ and $2te^{-ct}$. Integration by parts from $t_0=\sqrt{\bar\phi}$ gives $\int t^ne^{-ct}dt\simeq t_0^ne^{-y}(1+n/y)/c$. The ratio of integrals is

$$\bar\phi^{-3/2}\,\frac{1-2/y}{1+1/y}\simeq\bar\phi^{-3/2}\left(1-\frac3y\right),$$

and $a$ is multiplied by $1-3/(2\kappa d)$.

For $b$, differentiating the lower limit of $K=\int_{\bar\phi-E}^\infty e^{-c\sqrt w}dw$ gives $K_E=e^{-c\sqrt{\bar\phi-E}}$ and then $K_{EE}=ce^{-y}/(2\sqrt{\bar\phi})$. Dividing by $K=2\sqrt{\bar\phi}\,e^{-y}(1+1/y)/c$ gives $K_{EE}/K\simeq s^2(1-1/2\kappa d)$. The term from $K_{\delta\delta}$ adds back the fraction $1/(2\kappa d)$, so $b$ has no correction of this order. For weak asymmetry,

$$eV_{\min}\simeq\frac{\Delta\phi}{3\kappa d}\left(1-\frac3{2\kappa d}\right).$$

**Q.** Please put in numbers.

**A.** Take $\phi_1=1.5$ eV, $\phi_2=2.5$ eV and $d=2.0$ nm. Then $\bar\phi=2.0$ eV, $\kappa=7.245$ nm$^{-1}$ and $\kappa d=14.49$. The leading formulas give

$$a=\frac{14.49\times1.0}{12\times4.0}=0.302\ \text{eV}^{-1},\qquad b=\frac{14.49^2}{8\times4.0}=6.56\ \text{eV}^{-2},$$

and $V_{\min}=1.0/(3\times14.49)$ V $=23.0$ mV. The next-order factor, $1-1.5/14.49=0.896$, lowers this to 20.6 mV. Numerical integration of the WKB action and current, without expansion, puts the minimum at 21.0 mV.

The same integration gives $G/G(0)=1.097$ at $-0.1$ V and $1.038$ at $+0.1$ V; the leading series gives 1.096 and 1.035. The dip itself is shallow: the leading formulas put its depth below $G(0)$ at $a^2/4b\simeq0.35\%$ of $G(0)$, and the full WKB integration gives 0.29%. The asymmetry at larger bias is easier to see.

At the middle energy, with $E_\perp=0$, the WKB transmission is $2.80\times10^{-13}$ at zero bias and $2.59\times10^{-13}$ at 1.0 V, where the barrier is flat. Removing the whole 1 eV tilt thus costs about 7% of the transmission. The tilt effect is weak, which is why the window easily overcomes it.

**Q.** You left out the interfaces. Do they matter?

**A.** Yes. Suppose each metal meets the oxide abruptly, and let $k_j$ and $\kappa_j$ be the wave numbers on the two sides of interface $j$, for motion along $x$.

At the first interface, match $e^{ik_1x}+re^{-ik_1x}$ to a decaying wave $Be^{-\kappa_1x}$. The conditions $1+r=B$ and $ik_1(1-r)=-\kappa_1B$ give $|B|^2=4k_1^2/(k_1^2+\kappa_1^2)$. Across the oxide the WKB wave changes in squared amplitude by $(\kappa_1/\kappa_2)e^{-S}$.

At the second interface, an arriving amplitude $A$, a reflected amplitude $R$ and a transmitted amplitude $t$ obey $A+R=t$ and $\kappa_2(R-A)=ik_2t$. Eliminating $R$ gives $|t|^2=4\kappa_2^2|A|^2/(k_2^2+\kappa_2^2)$. Multiplying the factors, and the flux ratio $k_2/k_1$,

$$D\simeq\frac{16\,k_1\kappa_1k_2\kappa_2}{(k_1^2+\kappa_1^2)(k_2^2+\kappa_2^2)}\,e^{-S}.$$

Let $E_{F1}$ and $E_{F2}$ be the Fermi energies above the band bottoms. At the middle energy with $E_\perp=0$,

$$k_1^2=\beta^2(E_{F1}-\tfrac v2),\qquad \kappa_1^2=\beta^2(\phi_1+\tfrac v2),$$
$$k_2^2=\beta^2(E_{F2}+\tfrac v2),\qquad \kappa_2^2=\beta^2(\phi_2-\tfrac v2).$$

Both denominators are independent of $v$. The logarithm of the numerator has slope

$$\frac14\left(\frac1{\phi_1}-\frac1{\phi_2}-\frac1{E_{F1}}+\frac1{E_{F2}}\right)$$

at $v=0$. As before, the slope doubles in $G$. To leading order the interfaces therefore subtract from $a$

$$a_i=\frac12\left(\frac1{\phi_1}-\frac1{\phi_2}-\frac1{E_{F1}}+\frac1{E_{F2}}\right).$$

For equal Fermi energies and weak asymmetry, $a_i\simeq\Delta\phi/2\bar\phi^2$. This is $6/(\kappa d)$ times the tilt term and opposes it. The ratio vanishes for a very thick oxide, but at $\kappa d=14.5$ it is 0.4. The formula also shows that different Fermi energies give a linear term even when the heights are equal.

**Q.** What does that do to the 21 mV?

**A.** I take both Fermi energies as 10 eV and solve the abrupt trapezoid with Airy functions, the exact solutions in a linear potential. The minimum moves to 15.3 mV. The computed $a$ falls from 0.280 to 0.179 eV$^{-1}$, a drop of 0.100, while the formula gives $\frac12(1/1.5-1/2.5)=0.133$ eV$^{-1}$. The formula is a leading term in $1/\kappa d$, and it overestimates here. With heights 1.8 and 2.2 eV and 8 nm of oxide, the computed drop is 0.047 against 0.051 eV$^{-1}$ from the formula.

For the original heights and Fermi energies, with thickness alone varied, $V_{\min}$ in mV is:

| $d$ (nm) | $\Delta\phi/3e\kappa d$ | full WKB | abrupt |
|---|---|---|---|
| 0.8 | 57.5 | 46.3 | 19.6 |
| 1.0 | 46.0 | 38.6 | 19.9 |
| 1.5 | 30.7 | 27.2 | 17.8 |
| 2.0 | 23.0 | 21.0 | 15.3 |
| 3.0 | 15.3 | 14.5 | 11.7 |

The leading interface term, combined with the corrected tilt term, would make $a$ vanish near 1.1 nm. The Airy solution shows no such reversal down to 0.8 nm: the shift stops growing at about 20 mV. The expansion in $1/\kappa d$ is not reliable there.

**Q.** May I still obtain $\Delta\phi$ from my measured minimum?

**A.** Only with a model of the interfaces. With different metals, a small shift may not even fix the sign of $\Delta\phi$, since unequal Fermi energies alone can move the minimum. If the abrupt junction were your sample, the simple law would return $\Delta\phi=3\times14.49\times0.01532=0.67$ eV instead of 1.0 eV, even with $\kappa d$ known.

**Q.** How close is this to my aluminium-oxide junctions at room temperature?

**A.** The parameters are round values in their rough range: barriers of 1 to 3 eV, oxides of 1 to 3 nm and a Fermi energy near 10 eV. Real junctions break several of the assumptions, and each change below is made alone.

- **Temperature.** At 300 K the minimum is at 21.1 mV in WKB and 15.4 mV for the abrupt barrier, almost unchanged. Emission over the 2.5 eV end is negligible.
- **Image force.** With a high-frequency permittivity of 3, the barrier drops by 0.17 eV at mid-oxide, but the WKB minimum moves only from 21.0 to 20.6 mV.
- **Oxide mass.** With $0.4m$ in the oxide, $\kappa$ is multiplied by $\sqrt{0.4}$ and the WKB minimum moves to 31.6 mV. This is the largest change in the list, but with abrupt interfaces the same mass moves the minimum by less than half as much: from 15.3 to 19.3 mV if $\psi'/m$ is continuous at the interfaces, or to 20.0 mV if $\psi'$ is.
- **Roughness.** A Gaussian thickness spread of 0.1 nm rms gives 22.5 mV in WKB. Thin places carry more current, so the effective thickness is smaller.
- **Different metals.** Lowering $E_{F2}$ to 6 eV moves the abrupt-barrier minimum from 15.3 to 12.4 mV.

The built-in field at zero bias is 1.0 V over 2.0 nm, or 5 MV/cm. That is already a sizeable part of a breakdown field of roughly 10 MV/cm, whereas a bias of 0.1 V changes it by only 0.5 MV/cm. The same 1.0 eV difference gives 10 MV/cm at 1.0 nm and 12.5 MV/cm at 0.8 nm, so the two thinnest rows of the table show how the model behaves and should not be read as predictions for real junctions. I have not included inelastic tunnelling, defects or an energy-dependent oxide mass, any of which can add its own bias dependence. With a silicon electrode, the band gap and band bending must be treated as well, and the formulas above do not apply as they stand.
